# Nikishov-Ritus harmonic rates for nonlinear Compton scattering in a circularly polarized wave: verification in Python

```python
# Nonlinear Compton scattering in a circularly polarized plane wave (hbar=c=m=1).
# Background eA = xi (e1 cos(phi) + e2 sin(phi)), phi = k.x, k along -z.
# q = p + xi^2 k/(2 k.p), u = k.k'/k.p', u_s = 2 s k.p/(1+xi^2), y = u/u_s,
# z = 2 s xi sqrt(y(1-y)/(1+xi^2)). Result under test, W_s = rate of harmonic s:
#   R_s = q0 W_s/alpha = (1/4) int_0^{u_s} du X_s/(1+u)^2,
#   X_s = -4 J_s^2 + xi^2 (2+u^2/(1+u)) (J_{s+1}^2 + J_{s-1}^2 - 2 J_s^2),
# X_s = spin-averaged, polarization-summed squared harmonic amplitude.
# Also tested: edges, Klein-Nishina limit (xi->0), Larmor limit (eta=k.p->0).
import numpy as np, mpmath as mp
from scipy import constants as C
from scipy.special import jv
from scipy.optimize import brentq, minimize
from scipy.integrate import solve_ivp
pi = np.pi
G = np.array([1., -1., -1., -1.]); I4 = np.eye(4)
sig = [np.array([[0, 1], [1, 0]]), np.array([[0, -1j], [1j, 0]]), np.array([[1, 0], [0, -1]])]
Z = np.zeros((2, 2))
GAM = np.array([np.diag([1, 1, -1, -1])] + [np.block([[Z, s], [-s, Z]]) for s in sig], complex)
G0GAM = np.array([GAM[0] @ g for g in GAM])
e1, e2 = np.array([0., 1, 0, 0]), np.array([0., 0, 1, 0])
dot = lambda a, b: (a * b * G).sum(-1)
slash = lambda a: np.einsum('...m,mij->...ij', a * G, GAM)
spinors = lambda p: (slash(p) + I4)[:, :2] / np.sqrt(p[0] + 1)
onshell = lambda v: np.array([np.sqrt(1 + np.dot(v, v)), *v])
wave = lambda w: w * np.array([1., 0, 0, -1])
eA = lambda ph, xi: xi * (np.multiply.outer(np.cos(ph), e1) + np.multiply.outer(np.sin(ph), e2))
quasi = lambda p, k, xi: p + xi**2 * k / (2 * dot(k, p))
PH = 2 * pi * np.arange(48) / 48
close = lambda a, b, t: np.max(np.abs(np.asarray(a) - b)) <= t * np.max(np.abs(b))

def volkov(p, k, xi, ph):  # periodic part of the Volkov state, shape (phase,4,spin)
    E = I4 + slash(k) @ slash(eA(ph, xi)) / (2 * dot(k, p))
    osc = xi * (dot(p, e1) * np.sin(ph) - dot(p, e2) * np.cos(ph)) / dot(k, p)
    return (E @ spinors(p)) * np.exp(-1j * osc)[:, None, None]

def final_state(p, k, xi, s, n):  # energy conservation by root finding; dPhi2/dOmega
    Q = quasi(p, k, xi) + s * k
    q0 = lambda w: np.sqrt(1 + xi**2 + np.sum((Q[1:] - w * n)**2))
    w = brentq(lambda w: w + q0(w) - Q[0], 0, Q[0], xtol=1e-15)
    kf = w * np.array([1, *n]); qf = Q - kf
    pf = qf - xi**2 * k / (2 * dot(k, qf))
    return kf, pf, w / (16 * pi**2 * (qf[0] - n @ qf[1:]))

def current(p, pf, k, xi, s):  # M_s^mu by Fourier quadrature of the vertex
    t = np.einsum('mij,njb->nmib', G0GAM, volkov(p, k, xi, PH))
    l = volkov(pf, k, xi, PH).conj() * np.exp(1j * s * PH)[:, None, None]
    return np.einsum('nia,nmib->mab', l, t) / len(PH)

def feynman(p, pf, k, kf):  # s- and u-channel one-photon Compton amplitude
    es = slash((e1 + 1j * e2) / np.sqrt(2)); ub = spinors(pf).conj().T @ GAM[0]
    return np.array([ub @ (g @ (slash(p + k) + I4) @ es / (2 * dot(p, k))
                     - es @ (slash(p - kf) + I4) @ g / (2 * dot(p, kf))) @ spinors(p) for g in GAM])

def square(M, n):  # two physical polarizations, spin average
    a = np.cross(n, [1., 0, 0] if abs(n[0]) < .9 else [0, 1., 0]); a /= np.linalg.norm(a)
    return 0.5 * sum(np.sum(abs(np.einsum('m,mab->ab', e, M[1:]))**2) for e in (a, np.cross(n, a)))

def sphere(p, k, xi, s, linear=False, nt=24, nf=24):  # int X dPhi2 over photon directions
    tot = 0
    for c, wt in zip(*np.polynomial.legendre.leggauss(nt)):
        for f in 2 * pi * np.arange(nf) / nf:
            n = np.array([np.sqrt(1 - c * c) * np.cos(f), np.sqrt(1 - c * c) * np.sin(f), c])
            kf, pf, ps = final_state(p, k, xi, s, n)
            M = feynman(p, pf, k, kf) if linear else current(p, pf, k, xi, s)
            tot += wt * 2 * pi / nf * ps * square(M, n)
    return tot

edge = lambda s, eta, xi: 2 * s * eta / (1 + xi**2)
def zarg(s, u, eta, xi):
    y = u / edge(s, eta, xi); return 2 * s * xi * np.sqrt(np.abs(y * (1 - y)) / (1 + xi**2))
def X(s, u, eta, xi):
    z = zarg(s, u, eta, xi)
    return -4 * jv(s, z)**2 + xi**2 * (2 + u * u / (1 + u)) * (jv(s + 1, z)**2 + jv(s - 1, z)**2 - 2 * jv(s, z)**2)
gx, gw = np.polynomial.legendre.leggauss(200)
def R(s, eta, xi, vpow=0):
    us = edge(s, eta, xi); u = us * (gx + 1) / 2
    return us / 8 * np.sum(gw * X(s, u, eta, xi) * (u / (1 + u))**vpow / (1 + u)**2)
def kn_total(x):  # Klein-Nishina total cross section in units alpha^2/m^2
    L = np.log1p(2 * x)
    return 2 * pi * ((1 + x) / x**2 * (2 * (1 + x) / (1 + 2 * x) - L / x) + L / (2 * x) - (1 + 3 * x) / (1 + 2 * x)**2)

# ---------- oblique test geometry ----------
p, k, xi = onshell(np.array([.5, -.3, .4])), wave(.6), 1.3
eta, q = dot(k, p), quasi(p, k, xi)
# Dirac equation by finite differences; averaged current
psi = lambda x: volkov(p, k, xi, np.array([dot(k, x)]))[0] * np.exp(-1j * dot(q, x))
x0, h = np.array([.3, -.8, .5, 1.1]), 1e-3
d = lambda f, x, m: (8 * (f(x + h * I4[m]) - f(x - h * I4[m])) - f(x + 2 * h * I4[m]) + f(x - 2 * h * I4[m])) / (12 * h)
res = sum(1j * GAM[m] @ d(psi, x0, m) for m in range(4)) - (slash(eA(dot(k, x0), xi)) + I4) @ psi(x0)
assert np.max(abs(res)) < 1e-9
assert close(current(p, p, k, xi, 0)[:, 0, 0], 2 * q, 1e-12)
# classical orbit in a wave switched on over two cycles
def force(t, Y):
    ph = dot(k, Y[:4]); g, dg = (np.sin(ph / 8)**2, np.sin(ph / 4) / 8) if ph < 4 * pi else (1., 0.)
    dA = dg * eA(ph, xi) + g * eA(ph + pi / 2, xi)
    return np.r_[Y[4:], k * dot(dA, Y[4:]) - dA * dot(k, Y[4:])]
orb = solve_ivp(force, [0, 6 * pi / eta], np.r_[np.zeros(4), p], method='DOP853',
                t_eval=[4 * pi / eta, 6 * pi / eta], rtol=1e-11, atol=1e-12)
assert close((orb.y[:4, 1] - orb.y[:4, 0]) * eta / (2 * pi), q, 1e-7)
acc = force(0, orb.y[:, 1])[4:]; acc2 = -dot(acc, acc) / eta**2
assert close(acc2, xi**2, 1e-7)
# Larmor limit of the harmonic sum; quantum correction is of order xi*eta
assert close(sum(R(s, 1e-6, xi, 1) for s in range(1, 201)) / 1e-12, 2 / 3 * acc2, 1e-4)
# photon density from the field energy, A = eA with unit charge
Af = lambda x: eA(dot(k, x), xi)[1:]
D = np.array([d(Af, x0, m) for m in range(4)])
Bf = np.array([D[2, 2] - D[3, 1], D[3, 0] - D[1, 2], D[1, 1] - D[2, 0]])
assert close((D[0] @ D[0] + Bf @ Bf) / 2 / k[0], k[0] * xi**2, 1e-9)
# amplitude level
rng = np.random.default_rng(1)
for s in (1, 2, 3, 5):
    for _ in range(4):
        n = rng.normal(size=3); n /= np.linalg.norm(n)
        kf, pf, _ps = final_state(p, k, xi, s, n)
        u = dot(k, kf) / dot(k, pf)
        assert abs(dot(pf, pf) - 1) < 1e-11
        a1, a2 = (xi * (dot(p, e) / eta - dot(pf, e) / dot(k, pf)) for e in (e1, e2))
        z, f0 = np.hypot(a1, a2), np.arctan2(a2, a1)
        assert abs(z - zarg(s, u, eta, xi)) < 1e-9
        ex = np.exp(1j * (s * PH - a1 * np.sin(PH) + a2 * np.cos(PH)))
        B0, B1, B2 = ex.mean(), (ex * np.cos(PH)).mean(), (ex * np.sin(PH)).mean()
        for got, j in ((B0, s), (B1 + 1j * B2, s + 1), (B1 - 1j * B2, s - 1)):
            assert abs(got - jv(j, z) * np.exp(1j * j * f0)) < 1e-13
        M = current(p, pf, k, xi, s)
        assert np.max(abs(np.einsum('m,mab->ab', kf * G, M))) < 1e-11
        assert abs(square(M, n) - X(s, u, eta, xi)) < 1e-10
        f1, f2 = rng.uniform(0, 2 * pi, 2); a, b = eA(f1, xi), eA(f2, xi)
        blk = lambda P, l, r: (I4 + slash(k) @ slash(l) / (2 * dot(k, P))) @ (slash(P) + I4) @ (I4 + slash(r) @ slash(k) / (2 * dot(k, P)))
        T = -0.5 * sum(G[m] * np.trace(blk(pf, b, a) @ GAM[m] @ blk(p, a, b) @ GAM[m]) for m in range(4))
        V = lambda P: P - (a + b) / 2 + k * (dot(P, a + b) - dot(a, b)) / (2 * dot(k, P))
        D2 = dot(a - b, a - b); dPhi = lambda f: s - a1 * np.cos(f) - a2 * np.sin(f)
        assert abs(T - (-8 + 4 * dot(V(p), V(pf)) + D2)) < 1e-10
        assert abs(T - (-4 + (2 + u * u / (1 + u)) * D2 + 2 * dot(k, kf) * (dPhi(f1) + dPhi(f2)))) < 1e-10
# rates: q0 W/alpha = 2 pi int X dPhi2; edge as the maximum of u over directions
def u_dir(v, s):
    n = np.array([v[0], v[1], 1.]); kf, pf, _ = final_state(p, k, xi, s, n / np.linalg.norm(n))
    return dot(k, kf) / dot(k, pf)
for s in (1, 2, 3):
    assert close(2 * pi * sphere(p, k, xi, s), R(s, eta, xi), 1e-6)
    opt = minimize(lambda v: -u_dir(v, s), [0, 0], method='Nelder-Mead', options=dict(xatol=1e-8, fatol=1e-14))
    assert close(-opt.fun, edge(s, eta, xi), 1e-9)
# behaviour at the edge from spinor amplitudes, electron asymptotically at rest
pr = onshell(np.zeros(3))
def near(s, dl):
    n = np.array([np.sin(dl), 0, np.cos(dl)]); kf, pf, _ = final_state(pr, k, xi, s, n)
    return edge(s, k[0], xi) - dot(k, kf) / dot(k, pf), square(current(pr, pf, k, xi, s), n), kf[0]
u1 = edge(1, k[0], xi)
assert close(near(1, 0.)[1], xi**2 * (2 + u1**2 / (1 + u1)), 1e-10)
for s in (2, 3):
    (d1, x1, _), (d2, x2, _) = near(s, .02), near(s, .01)
    assert near(s, 0.)[1] < 1e-24 and abs(np.log(x1 / x2) / np.log(d1 / d2) - (s - 1)) < 1e-2
assert near(1, 0.)[2] < near(1, 1.)[2] < near(1, 3.)[2] < k[0]  # here backscatter is the lowest line
# weak field
n = np.array([.6, 0, .8]); small = 1e-3
kf, pf, _ = final_state(p, k, small, 1, n); kl, pl, _ = final_state(p, k, 0., 1, n)
assert close(current(p, pf, k, small, 1) * np.sqrt(2) / small, feynman(p, pl, k, kl), 2e-5)
sigF = 16 * pi**2 * sphere(p, k, 0., 1, linear=True) / (4 * eta)
sig1 = lambda e, x: 4 * pi * R(1, e, x) / (x * x * e)
assert close(kn_total(eta), sigF, 1e-6) and close(sig1(eta, small), sigF, 1e-5)
dev = [sig1(eta, x) / kn_total(eta) - 1 for x in (.02, .01)]
assert abs(dev[0] / dev[1] - 4) < .02
for s in (1, 2, 3):
    assert abs(np.log2(R(s, eta, .02) / R(s, eta, .01)) - 2 * s) < 1e-2

# ---------- worked example: head-on collision, energies in eV ----------
me = C.m_e * C.c**2 / C.e; al = C.alpha; hc = C.hbar * C.c / C.e
E, w, xi = 10e9, 1.5, 1.0
pp = E + np.sqrt(E * E - me * me); eta = w * pp / me**2; dq = me**2 * xi**2 / (2 * pp)
field = xi * C.m_e * C.c * (w * C.e / C.hbar) / C.e; inten = C.epsilon_0 * C.c * field**2
dens = w * me**2 * xi**2 / (4 * pi * al) / hc**3
assert close(dens * w * C.e * C.c, inten, 1e-8)
mp.mp.dps = 40
def lab_line(s, x, th):  # photon energy at angle th from the beam, by bisection
    Em, m, wm = mp.mpf(E), mp.mpf(me), mp.mpf(w); pz = mp.sqrt(Em**2 - m**2)
    add = m**2 * x**2 / (2 * (Em + pz)) + s * wm; lo, hi = mp.mpf(0), Em + add
    for _ in range(110):
        o = (lo + hi) / 2
        f = o + mp.sqrt(m**2 * (1 + x**2) + (o * mp.sin(th))**2 + (pz - add - o * mp.cos(th))**2) - Em - add
        lo, hi = (o, hi) if f < 0 else (lo, o)
    return float(lo)
line = lambda s, x: s * w * pp**2 / (me**2 * (1 + x * x) + 2 * s * w * pp)
Rs = np.array([R(s, eta, xi) for s in range(1, 121)]); P = 2 * pi * al * Rs / eta
for s in (1, 2):
    assert close(2 * pi * sphere(pr, wave(eta), xi, s, nf=2), Rs[s - 1], 1e-7)
print(f"electron energy = {E/1e9:.1f} GeV; wave photon energy = {w} eV; xi = {xi}")
print(f"m = {me/1e6:.6f} MeV; alpha = 1/{1/al:.4f}; gamma = {E/me:.1f}")
print(f"wavelength = {2*pi*hc/w*1e9:.1f} nm; field = {field:.4e} V/m")
print(f"intensity = {inten/1e4:.4e} W/cm^2; photon density = {dens:.4e} m^-3")
print(f"p+ = {pp/1e9:.6f} GeV; eta = k.p/m^2 = {eta:.6f}; chi = xi eta = {xi*eta:.6f}")
print(f"m* = {me*np.sqrt(1+xi**2)/1e6:.6f} MeV; q0 - E = {dq:.4f} eV")
for s in (1, 2, 3, 4):
    assert close(lab_line(s, xi, 0), line(s, xi), 1e-10) and close(lab_line(s, 0, 0), line(s, 0), 1e-10)
    assert lab_line(s, xi, me / E) < lab_line(s, xi, .1 * me / E) < line(s, xi) * (1 - 1e-4) < line(s, 0)
    print(f"s={s}: u_s = {edge(s,eta,xi):.6f}; edge = {line(s,xi)/1e9:.5f} GeV; xi=0 kinematics = {line(s,0)/1e9:.5f} GeV")
print(f"first edge ratio (xi=1)/(xi=0) = {line(1,xi)/line(1,0):.5f}; 1/(1+xi^2) = {1/(1+xi**2):.5f}")
for s in (1, 2):
    um = edge(s, eta, xi) / 2; z = zarg(s, um, eta, xi)
    print(f"s={s}, y=1/2: u = {um:.6f}; z = {z:.6f}; X_s = {X(s,um,eta,xi):.6f} m^2")
    print(f"   J_(s-1), J_s, J_(s+1) = {jv(s-1,z):.6f}, {jv(s,z):.6f}, {jv(s+1,z):.6f}")
u1 = edge(1, eta, xi)
print(f"X_1 at edge = {X(1,u1,eta,xi):.6f} m^2; step dP/du = {pi*al/(2*eta)*X(1,u1,eta,xi)/(1+u1)**2:.5f} per cycle")
for s in (1, 2, 3, 4, 5, 10):
    print(f"s={s}: R_s = q0 W_s/(alpha m^2) = {Rs[s-1]:.5e}; P_s = {P[s-1]:.5e} per cycle; share = {Rs[s-1]/Rs.sum():.4f}")
print(f"total: R = {Rs.sum():.5e}; P = {P.sum():.5e} per cycle; mean s = {np.arange(1,121)@Rs/Rs.sum():.4f}")
print(f"lab rate W = {al*me**2*Rs.sum()/(E+dq)*C.e/C.hbar*1e-15:.5e} 1/fs")
barn = (al * hc / me)**2 / 1e-28
print(f"Thomson = {8*pi/3*barn:.5f} b; Klein-Nishina at eta = {kn_total(eta)*barn:.5f} b")
print(f"sigma_1 = {sig1(eta,xi)*barn:.5f} b; all harmonics = {4*pi*Rs.sum()/(xi**2*eta)*barn:.5f} b")
for x in (.3, .1, .01):
    print(f"xi={x}: sigma_1/KN - 1 = {sig1(eta,x)/kn_total(eta)-1:.4e}; R_2/R_1 = {R(2,eta,x)/R(1,eta,x):.4e}")
loss = 2 * pi * al / eta * sum(R(s, eta, xi, 1) for s in range(1, 121)); larm = 4 * pi * al * xi**2 * eta / 3
print(f"light-front loss per cycle: quantum = {loss:.5e}; Larmor = {larm:.5e}; ratio = {loss/larm:.4f}")
print(f"mean fraction v per photon = {loss/P.sum():.5f}")
print("all assertions hold")
```

Output:

```
electron energy = 10.0 GeV; wave photon energy = 1.5 eV; xi = 1.0
m = 0.510999 MeV; alpha = 1/137.0360; gamma = 19569.5
wavelength = 826.6 nm; field = 3.8844e+12 V/m
intensity = 4.0052e+18 W/cm^2; photon density = 5.5590e+32 m^-3
p+ = 20.000000 GeV; eta = k.p/m^2 = 0.114890; chi = xi eta = 0.114890
m* = 0.722662 MeV; q0 - E = 6.5280 eV
s=1: u_s = 0.114890; edge = 1.03050 GeV; xi=0 kinematics = 1.86846 GeV
s=2: u_s = 0.229779; edge = 1.86846 GeV; xi=0 kinematics = 3.14862 GeV
s=3: u_s = 0.344669; edge = 2.56323 GeV; xi=0 kinematics = 4.08052 GeV
s=4: u_s = 0.459559; edge = 3.14862 GeV; xi=0 kinematics = 4.78927 GeV
first edge ratio (xi=1)/(xi=0) = 0.55153; 1/(1+xi^2) = 0.50000
s=1, y=1/2: u = 0.057445; z = 0.707107; X_s = 0.672358 m^2
   J_(s-1), J_s, J_(s+1) = 0.878852, 0.331912, 0.059936
s=2, y=1/2: u = 0.114890; z = 1.414214; X_s = 0.245089 m^2
   J_(s-1), J_s, J_(s+1) = 0.544463, 0.210852, 0.051918
X_1 at edge = 2.011839 m^2; step dP/du = 0.16149 per cycle
s=1: R_s = q0 W_s/(alpha m^2) = 2.82220e-02; P_s = 1.12629e-02 per cycle; share = 0.5314
s=2: R_s = q0 W_s/(alpha m^2) = 1.15745e-02; P_s = 4.61919e-03 per cycle; share = 0.2179
s=3: R_s = q0 W_s/(alpha m^2) = 5.74153e-03; P_s = 2.29135e-03 per cycle; share = 0.1081
s=4: R_s = q0 W_s/(alpha m^2) = 3.10326e-03; P_s = 1.23846e-03 per cycle; share = 0.0584
s=5: R_s = q0 W_s/(alpha m^2) = 1.76369e-03; P_s = 7.03859e-04 per cycle; share = 0.0332
s=10: R_s = q0 W_s/(alpha m^2) = 1.50310e-04; P_s = 5.99861e-05 per cycle; share = 0.0028
total: R = 5.31103e-02; P = 2.11955e-02 per cycle; mean s = 2.0834
lab rate W = 1.53751e-02 1/fs
Thomson = 0.66525 b; Klein-Nishina at eta = 0.54760 b
sigma_1 = 0.24512 b; all harmonics = 0.46129 b
xi=0.3: sigma_1/KN - 1 = -1.0003e-01; R_2/R_1 = 8.1508e-02
xi=0.1: sigma_1/KN - 1 = -1.2196e-02; R_2/R_1 = 1.0095e-02
xi=0.01: sigma_1/KN - 1 = -1.2345e-04; R_2/R_1 = 1.0239e-04
light-front loss per cycle: quantum = 1.99373e-03; Larmor = 3.51184e-03; ratio = 0.5677
mean fraction v per photon = 0.09406
all assertions hold
```
